# Germanium donor g factor: one valley and the valley-symmetric ground state

The conduction band of germanium has four equivalent minima, at the L points of the Brillouin zone. Their axes are

$$
\mathbf n_1=\tfrac{1}{\sqrt3}(1,1,1),\quad
\mathbf n_2=\tfrac{1}{\sqrt3}(1,-1,-1),\quad
\mathbf n_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad
\mathbf n_4=\tfrac{1}{\sqrt3}(-1,-1,1).
$$

A substitutional donor binds an electron in an s-like envelope attached to these valleys. The problem asks how the spin splitting depends on field direction, first for one valley and then for the donor ground state.

Each valley edge is a Kramers doublet that transforms like spin 1/2 under the rotations that preserve the valley. The Pauli matrices $\boldsymbol\sigma$ act on this pseudospin, which includes the effect of spin-orbit coupling on the Bloch states. The envelope is real and nondegenerate, so its orbital moment has zero expectation value and adds nothing to the splitting at first order in the field $\mathbf B=B\mathbf b$, with $|\mathbf b|=1$.

Energies are in meV and fields in tesla, which suit the problem better than atomic units, where $\mu_B=1/2$. The worked numbers use round model parameters: $g_\parallel=0.9$ along the valley axis, $g_\perp=1.9$ across it, and a valley-orbit splitting $\Delta=2$ meV. They are inputs, not results of a band calculation.

## (a) The Zeeman Hamiltonian of one valley

**Find the most general Zeeman Hamiltonian, linear in $\mathbf B$, that the symmetry of a valley with axis $\mathbf n$ allows.**

**Solution.** A Hermitian $2\times2$ matrix linear in $\mathbf B$ is a sum of a term proportional to the identity and a term linear in $\boldsymbol\sigma$. Time reversal changes the sign of both $\mathbf B$ and $\boldsymbol\sigma$. It forbids the identity term, which would change sign, and leaves

$$
H=\frac{\mu_B}{2}\,\boldsymbol\sigma\cdot G\mathbf B ,
$$

with a real $3\times3$ matrix $G$.

Let $R$ be a rotation that preserves the valley, and $u$ its spin-1/2 matrix, so that $u(\mathbf v\cdot\boldsymbol\sigma)u^\dagger=(R\mathbf v)\cdot\boldsymbol\sigma$. Symmetry requires $H(R\mathbf B)=uH(\mathbf B)u^\dagger$. The left side contains $GR\mathbf B$ and the right side $RG\mathbf B$, hence

$$
GR=RG .
$$

Take axes $\mathbf e_1,\mathbf e_2,\mathbf n$, and let $R$ first be the threefold rotation about $\mathbf n$. The elements of $G$ that connect $\mathbf n$ with the plane form in-plane vectors. These would have to be unchanged by a rotation through $120^\circ$, so they vanish. The in-plane block is a combination of

$$
\begin{pmatrix}1&0\\0&1\end{pmatrix},\quad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\quad
\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

The last two turn into each other through twice the rotation angle, here $240^\circ$, so no combination of them is invariant. The first two are invariant, and the threefold axis therefore still permits the antisymmetric part $J$.

The valley also has mirror planes containing $\mathbf n$. A magnetic field and a spin are axial vectors, and on them a mirror acts as a twofold rotation about the normal of the plane. With $\mathbf e_1$ along that normal, the in-plane part of this rotation is $\mathrm{diag}(1,-1)$. It changes $J$ into $-J$, which removes the antisymmetric part. Two constants remain:

$$
G=g_\perp I+(g_\parallel-g_\perp)\,\mathbf n\mathbf n^{\mathsf T}.
$$

Numerical averaging of a random tensor over the symmetry operations confirms the axial form. The same averaging of an antisymmetric tensor confirms the need for the second symmetry.

## (b) The angular dependence

**Find the spin splitting of one valley when $\mathbf B$ makes an angle $\theta$ with $\mathbf n$.**

**Solution.** For a real vector $\mathbf v$, $(\mathbf v\cdot\boldsymbol\sigma)^2=|\mathbf v|^2$, and $\mathbf v\cdot\boldsymbol\sigma$ has zero trace. Its eigenvalues are therefore $\pm|\mathbf v|$. With $\mathbf v=\tfrac12\mu_B B\,G\mathbf b$, the levels are $\pm\tfrac12\mu_B B|G\mathbf b|$. Defining $g$ as the splitting divided by $\mu_B B$ gives $g=|G\mathbf b|$.

Write $\mathbf b=\cos\theta\,\mathbf n+\sin\theta\,\mathbf e_1$. Then

$$
G\mathbf b=g_\parallel\cos\theta\,\mathbf n+g_\perp\sin\theta\,\mathbf e_1 ,
$$

and, because the two directions are orthogonal,

$$
\boxed{\,g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta}\,}
$$

The squares of the g values appear because the splitting is set by the length of $G\mathbf b$. The pseudospin is quantized along this vector, which is generally not parallel to the field. At $\theta=0$ and $90^\circ$ the two directions coincide and $g$ equals $g_\parallel$ or $g_\perp$. For $g_\parallel=g_\perp$ the angular dependence disappears.

At $\theta=30^\circ$ the model parameters give

$$
g=\sqrt{0.81\times0.75+3.61\times0.25}=\sqrt{1.51}=1.229 .
$$

At $60^\circ$ the value is 1.706.

## (c) The ground doublet of the donor

**Four valleys with two pseudospin states each give eight donor states. Suppose that the valley-symmetric level is lowest. What is its wave function, and can spin-dependent valley-orbit coupling change it within this space?**

**Solution.** The phases of the valley states $|j\rangle$ can be chosen so that the symmetry operations of the donor site permute them without sign changes. The pseudospin frame of valley 1 is carried to the other valleys by the same operations. A site operation then acts as $P\otimes u$, where $P$ permutes valleys and $u$ is a spin-1/2 rotation.

The simplest valley-orbit coupling has all sixteen elements equal to $-\Delta/4$ in the valley basis. Acting on the symmetric combination

$$
|A_1\rangle=\frac12\sum_{j=1}^4|j\rangle ,
$$

it gives $4\times(-\Delta/4)=-\Delta$. On any combination whose amplitudes sum to zero it gives zero. There are three such combinations, which form the $T_2$ level. The ground level is thus the doublet $|A_1\rangle\otimes\chi$, with $\chi$ any pseudospin state, and it lies $\Delta$ below $T_2$.

To include spin-dependent coupling, note that $P$ leaves $|A_1\rangle$ unchanged. The doublet therefore transforms as $\chi$ does, which is the representation called $\Gamma_6$. The number of times $\Gamma_6$ occurs among the eight states is

$$
N=\frac1{24}\sum_R \mathrm{tr}P\,|\mathrm{tr}\,u|^2 .
$$

The sum runs over the 24 site operations, represented by their action on axial vectors:

- The identity has $\mathrm{tr}P=4$ and $|\mathrm{tr}\,u|^2=4$, and contributes 16.
- Each of the eight threefold rotations fixes one valley and has $|\mathrm{tr}\,u|^2=(2\cos60^\circ)^2=1$. Together they contribute 8.
- The three twofold and six fourfold rotations about cube axes fix no valley and contribute 0.
- The six twofold rotations about face diagonals fix two valleys, but $\mathrm{tr}\,u=2\cos90^\circ=0$, so they contribute 0.

Hence $N=24/24=1$. A Hamiltonian with the site symmetry cannot mix different representations, and there is no second $\Gamma_6$ doublet to mix with. Within the eight-state space the wave function is fixed by symmetry, even when spin-orbit coupling splits $T_2$. Admixture of other bands or excited envelopes lies outside this argument.

## (d) The g factor of the ground doublet

**Assume that the Zeeman operator is diagonal in the valley index and that $\mu_B B\ll\Delta$. Find the g factor of the doublet.**

**Solution.** To first order in the field, the Zeeman operator is projected onto the ground doublet. Each valley has probability $(1/2)^2=1/4$, and there are no cross terms between valleys, so

$$
H_{A_1}=\frac{\mu_B}{2}\,\boldsymbol\sigma\cdot
\left(\frac14\sum_jG_j\right)\mathbf B,
\qquad
G_j=g_\perp I+(g_\parallel-g_\perp)\mathbf n_j\mathbf n_j^{\mathsf T}.
$$

For the sum over axes, each diagonal element of $\mathbf n_j\mathbf n_j^{\mathsf T}$ is $1/3$, and four valleys give $4/3$. The $xy$ elements are $\tfrac13(1,-1,-1,1)$, which sum to zero. The $xz$ and $yz$ elements are $\tfrac13(1,-1,1,-1)$ and $\tfrac13(1,1,-1,-1)$, which also sum to zero. Thus $\sum_j\mathbf n_j\mathbf n_j^{\mathsf T}=\tfrac43I$, and

$$
\frac14\sum_jG_j=\left[g_\perp+\frac{g_\parallel-g_\perp}{3}\right]I .
$$

The tensor is a multiple of the identity, with

$$
\boxed{\,g_{A_1}=\frac{g_\parallel+2g_\perp}{3}\,}
$$

This is one third of the trace of a single-valley tensor: one principal direction is longitudinal and two are transverse. The model parameters give $(0.9+3.8)/3=1.567$. Diagonalization of all eight states at 0.01 T gives the same value for fields along [100], [110] and [111].

The isotropy and the value rest on different assumptions. Any linear Zeeman tensor of a $\Gamma_6$ doublet must commute with the cubic rotations. The twofold rotations about the cube axes make it diagonal, and the threefold rotations make its diagonal elements equal. Isotropy therefore survives if the Zeeman operator has intervalley elements, as the impurity core may produce. The value $(g_\parallel+2g_\perp)/3$ need not survive, because such elements can add an isotropic shift.

## (e) Average of tensors and average of magnitudes

**Would averaging the four splittings $g(\theta_j)$ give the same answer?**

**Solution.** The ground-state g factor is the length of an averaged vector, $|\tfrac14\sum_jG_j\mathbf b|$. The average splitting is $\tfrac14\sum_j|G_j\mathbf b|$. By the triangle inequality the second is at least as large as the first.

For $\mathbf b$ along [100], $\cos^2\theta_j=1/3$ in every valley. All four magnitudes equal

$$
g_{[100]}=\sqrt{\frac{g_\parallel^2+2g_\perp^2}{3}} .
$$

The difference of squares is

$$
\begin{aligned}
g_{[100]}^2-g_{A_1}^2
&=\frac{3g_\parallel^2+6g_\perp^2-g_\parallel^2-4g_\parallel g_\perp-4g_\perp^2}{9}\\
&=\frac{2(g_\parallel-g_\perp)^2}{9}.
\end{aligned}
$$

It is positive unless the valley is isotropic. Here $g_{[100]}=1.636$, while $g_{A_1}=1.567$.

The mean magnitude also depends on direction. For [110], two valleys have 1.320 and two have 1.900, with mean 1.610. For [111], one valley has 0.900 and three have 1.816, with mean 1.587.

The two averages differ because the vectors $G_j\mathbf b$ generally have parts perpendicular to the field. In the coherent state $|A_1\rangle$ the four perpendicular parts cancel before the splitting is formed. Taking magnitudes first keeps them. The separate values $g(\theta_j)$ belong to electrons confined to separate valleys, not to the symmetric donor state.

## (f) From the isotropic donor to one valley

**Uniaxial compression along $\mathbf n_1$ lowers valley 1 by an energy $S\ge0$ relative to the other three, which remain equivalent. Find the ground-state g tensor, with the valley-orbit coupling of equal elements used in (c) and a Zeeman energy small compared with the level spacings.**

**Solution.** The other three valleys enter the ground state with equal probability $w$, and valley 1 has probability $1-3w$. Use $\sum_jG_j=4g_{A_1}I$ to eliminate the tensors of valleys 2 to 4:

$$
\begin{aligned}
G_S&=(1-3w)G_1+w(G_2+G_3+G_4)\\
&=(1-3w)G_1+w(4g_{A_1}I-G_1)\\
&=(1-4w)G_1+4w\,g_{A_1}I .
\end{aligned}
$$

To find $w$, use the states $|1\rangle$ and $|s\rangle=(|2\rangle+|3\rangle+|4\rangle)/\sqrt3$. Their Hamiltonian is

$$
\begin{pmatrix}
-S-\Delta/4 & -\sqrt3\,\Delta/4\\
-\sqrt3\,\Delta/4 & -3\Delta/4
\end{pmatrix}.
$$

The diagonal energy of $|s\rangle$ exceeds that of $|1\rangle$ by $S-\Delta/2$. In the lower state of a two-level problem, the difference of the two probabilities is this energy difference divided by the full level splitting. The splitting is

$$
\sqrt{(S-\Delta/2)^2+4(\sqrt3\Delta/4)^2}=\sqrt{S^2-S\Delta+\Delta^2}.
$$

The probability difference is $(1-3w)-3w=1-6w$, hence

$$
w=\frac16\left[1-\frac{S-\Delta/2}{\sqrt{S^2-S\Delta+\Delta^2}}\right].
$$

At $S=0$, $w=1/4$, the coefficient of $G_1$ vanishes, and the isotropic result returns. At $S=\Delta$, $w=1/12$, and two thirds of the single-valley anisotropy is present. For $S\gg\Delta$, expansion of the square root gives $w\simeq(\Delta/4S)^2$, so $G_S\to G_1$ and the law of part (b) becomes visible.

The numerical limit $S=2000$ meV, far beyond a realistic stress, gives $w\simeq(0.5/2000)^2\approx6\times10^{-8}$. The stressed eight-state donor then reproduces the single-valley values at $\theta=0$, $30^\circ$, $60^\circ$ and $90^\circ$ to five decimals.

## (g) Corrections at finite field

**Return to zero stress. Find the leading effects of Zeeman mixing between $A_1$ and $T_2$, neglecting the spin-orbit splitting of $T_2$. For the change of $g$, take $\mathbf B$ along [100].**

**Solution.** Let $\delta=g_\parallel-g_\perp$ and $c_j=\mathbf b\cdot\mathbf n_j$. Subtracting the average Zeeman term from that of valley $j$ leaves

$$
V_j=\frac{\mu_BB\,\delta}{2}\,\boldsymbol\sigma\cdot\mathbf a_j,
\qquad \mathbf a_j=c_j\mathbf n_j-\frac{\mathbf b}{3},
\qquad \sum_jV_j=0 .
$$

Acting on the ground doublet, this operator gives $\tfrac12\sum_j|j\rangle V_j\chi$. Its overlap with $|A_1\rangle$ is $\tfrac14\sum_jV_j\chi=0$, so it leads entirely into $T_2$. The second-order energy is therefore $-\tfrac{1}{4\Delta}\sum_jV_j^2$. Since

$$
|\mathbf a_j|^2=c_j^2-\frac{2c_j^2}{3}+\frac19=\frac{c_j^2}{3}+\frac19
$$

and the valley average of $c_j^2$ is $1/3$, the average of $|\mathbf a_j|^2$ is $2/9$. The shift is

$$
E^{(2)}=-\frac1\Delta\left(\frac{\mu_BB\,\delta}{2}\right)^2\frac29
=-\frac{(\mu_BB\,\delta)^2}{18\Delta}.
$$

It is the same for both spin states and for every field direction, so it does not change $g$.

The change of $g$ comes from the next order. Along [100], $c_j^2=1/3$, so $\mathbf a_j\cdot\mathbf b=c_j^2-1/3=0$ and $V_j$ purely flips the spin. The squared coupling of each ground state to $T_2$ is $t^2=(\mu_BB\,\delta)^2/18$. Let $\varepsilon=g_{A_1}\mu_BB$. The upper spin state couples to the lower spin states of $T_2$, at a distance $\Delta-\varepsilon$. The lower one couples at a distance $\Delta+\varepsilon$. Their splitting changes by

$$
-\frac{t^2}{\Delta-\varepsilon}+\frac{t^2}{\Delta+\varepsilon}
=-\frac{2t^2\varepsilon}{\Delta^2-\varepsilon^2}
\simeq-\frac{2t^2\varepsilon}{\Delta^2}.
$$

The remaining third-order term contains $\sum_jV_j^3$. For this direction $V_j^2$ is the same number in every valley, so the sum is proportional to $\sum_jV_j=0$. Division by $\mu_BB$ gives

$$
\delta g_{[100]}\simeq-\frac{g_{A_1}\delta^2}{9}
\left(\frac{\mu_BB}{\Delta}\right)^2 .
$$

At 1 T, $\mu_BB=0.05788$ meV, so $\mu_BB/\Delta=0.02894$ and

$$
\delta g_{[100]}\simeq-\frac{1.567}{9}(0.02894)^2=-1.458\times10^{-4}.
$$

Diagonalization gives $-1.461\times10^{-4}$. The relative difference of about 0.2% has the size of the neglected $(\varepsilon/\Delta)^2=(0.0907/2)^2\approx0.002$. The common shift is $-9.31\times10^{-5}$ meV from the formula and $-9.33\times10^{-5}$ meV from diagonalization.

The [100] direction was chosen for a physical reason. The orbital motion also produces spin-independent shifts $D_j$ proportional to $B^2$, which the model omits. For [100] the four valleys are equivalent with respect to the field, so the $D_j$ are equal and do not mix $A_1$ with $T_2$. In other directions they can differ. A second-order process with one factor $D_j$ and one factor $V_j$ then changes the splitting in proportion to $B^3$, and $g$ in proportion to $B^2$. This is the same power of the field as the spin correction, and in germanium the orbital part can be much the larger of the two, because the small transverse mass makes $D_j$ large for a field near the valley axis. The spin correction alone therefore does not predict the change of $g$ in those directions. As $B\to0$ both corrections vanish, and the isotropic value of part (d) remains.

## Computed results

```
Bohr magneton = 0.057884 meV/T
g_par = 0.90, g_perp = 1.90 (model inputs)
A1-T2 splitting Delta = 2.00 meV (model input)
number of Gamma6 doublets in the 8 states = 1
valley lowering in single-valley limit = 2000 meV
theta =  0 deg: g one valley = 0.90000, stressed donor = 0.90000
theta = 30 deg: g one valley = 1.22882, stressed donor = 1.22882
theta = 60 deg: g one valley = 1.70587, stressed donor = 1.70587
theta = 90 deg: g one valley = 1.90000, stressed donor = 1.90000
g_A1 from tensor average = 1.566667
field for the low-field donor g = 0.01 T
B along [100]:
  valley angles (deg): 54.74, 54.74, 54.74, 54.74
  valley g values: 1.63605, 1.63605, 1.63605, 1.63605
  mean of magnitudes = 1.63605
  g from 8-state diagonalization = 1.566667
B along [110]:
  valley angles (deg): 35.26, 90.00, 90.00, 35.26
  valley g values: 1.32035, 1.90000, 1.90000, 1.32035
  mean of magnitudes = 1.61018
  g from 8-state diagonalization = 1.566667
B along [111]:
  valley angles (deg): 0.00, 70.53, 70.53, 70.53
  valley g values: 0.90000, 1.81628, 1.81628, 1.81628
  mean of magnitudes = 1.58721
  g from 8-state diagonalization = 1.566667
finite field = 1.0 T along [100]
mu_B B = 0.057884 meV
A1 Zeeman splitting g_A1 mu_B B = 0.090685 meV
common shift: diagonalization = -9.32578e-05 meV
common shift: formula = -9.30705e-05 meV
change of g: diagonalization = -1.46090e-04
change of g: formula = -1.45810e-04
```
